# The Parry slab sum and the energy of the triangular Wigner lattice

Hartree atomic units are used, so two charges $q$ and $q'$ at distance $r$ have the energy $qq'/r$. Point charges $q_i$ sit at $\mathbf r_i=(\boldsymbol\rho_i,z_i)$ in a cell of area $A$. The cell is repeated by the vectors $\mathbf L$ of a plane lattice and is not repeated along $z$. The reciprocal vectors $\mathbf G$ lie in the plane and satisfy $e^{i\mathbf G\cdot\mathbf L}=1$. Write $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$, with in-plane part $\boldsymbol\rho_{ij}$ and height $z_{ij}$. The cell is neutral, $\sum_i q_i=0$, until a uniform background is introduced. The energy per cell is

$$E=\frac12\sum_{\mathbf L}{}'\sum_{ij}\frac{q_iq_j}{|\mathbf r_{ij}+\mathbf L|},\tag{1}$$

where the prime removes $i=j$ at $\mathbf L=0$.

The sum over $\mathbf L$ must have a definite value before it can be transformed. Let $v(\mathbf r)=1/r$ and expand the contribution of a distant cell,

$$\sum_{ij}q_iq_j\,v(\mathbf L+\mathbf r_{ij})=v(\mathbf L)\Big(\sum_iq_i\Big)^2+\nabla v(\mathbf L)\cdot\sum_{ij}q_iq_j\mathbf r_{ij}+R(\mathbf L).$$

The first term vanishes by neutrality. The second vanishes because $\mathbf r_{ij}$ changes sign when $i$ and $j$ are exchanged. The remainder $R$ contains second derivatives of $v$, which are of order $L^{-3}$. The number of cells between $L$ and $L+dL$ grows as $L\,dL$, so the tail behaves as $\int L^{-2}dL$ and converges absolutely. The energy therefore does not depend on the shape of the growing region, even if the cell has a dipole moment.

The separate sums over one pair $i,j$ still diverge. To handle them one by one, replace $1/r$ by

$$v_\varepsilon(r)=\frac{\operatorname{erfc}(\varepsilon r)}{r}=\frac{2}{\sqrt\pi}\int_\varepsilon^\infty e^{-r^2t^2}dt,\tag{2}$$

where the integral follows from the substitution $u=rt$. For fixed $\varepsilon>0$ this function decays like a Gaussian, and every pair sum converges. The limit $\varepsilon\to0$ may be taken after the summation if the remainder $R$ has a summable bound that does not depend on $\varepsilon$. Put $x=\varepsilon r$ and $h(x)=\operatorname{erfc}(x)/x$, so that $v_\varepsilon=\varepsilon h(\varepsilon r)$. The second derivatives of $v_\varepsilon$ along and across $\mathbf r$ are $\varepsilon^3h''(x)=x^3h''(x)/r^3$ and $\varepsilon^3h'(x)/x=x^2h'(x)/r^3$. Direct differentiation gives

$$x^3h''=2\operatorname{erfc}x+\frac{4}{\sqrt\pi}(x+x^3)e^{-x^2},\qquad -x^2h'=\operatorname{erfc}x+\frac{2}{\sqrt\pi}xe^{-x^2}.$$

Both expressions are continuous, finite at $x=0$ and vanishing at infinity, hence bounded. The largest value of the first on the numerical grid is about $2.09$. Thus the second derivatives are at most $C/r^3$ with one constant $C$ for all $\varepsilon$, and dominated convergence gives (1) as the limit of the regulated energy.

Choose any $\alpha>\varepsilon$ and split the integral in (2) at $t=\alpha$. The part from $\alpha$ to infinity is $\operatorname{erfc}(\alpha r)/r$, which is short-ranged and is summed directly. The part from $\varepsilon$ to $\alpha$ is smooth at $r=0$. It is convenient to include in it the excluded term $i=j$, $\mathbf L=0$, whose value is

$$\frac{2}{\sqrt\pi}\int_\varepsilon^\alpha dt=\frac{2(\alpha-\varepsilon)}{\sqrt\pi}.$$

This must be subtracted again. With the factor $\tfrac12q_i^2$, and as $\varepsilon\to0$, the subtraction is $-(\alpha/\sqrt\pi)\sum_iq_i^2$.

The smooth part needs the lattice sum of a Gaussian. The function $\sum_{\mathbf L}e^{-t^2|\boldsymbol\rho+\mathbf L|^2}$ is periodic in $\boldsymbol\rho$. In its Fourier coefficient, the integral over one cell and the sum over cells combine into an integral over the whole plane,

$$\frac1A\int e^{-t^2\rho^2-i\mathbf G\cdot\boldsymbol\rho}\,d^2\rho=\frac{\pi}{At^2}e^{-G^2/4t^2},$$

by completing the square. Since $|\mathbf r+\mathbf L|^2=|\boldsymbol\rho+\mathbf L|^2+z^2$, the smooth part of the pair sum is

$$\frac{2\sqrt\pi}{A}\sum_{\mathbf G}e^{i\mathbf G\cdot\boldsymbol\rho}\int_\varepsilon^\alpha\frac{dt}{t^2}\,e^{-G^2/4t^2-z^2t^2}.\tag{3}$$

For $G\ne0$ the factor $e^{-G^2/4t^2}$ removes the singularity at $t=0$, and $\varepsilon$ can be set to zero. The integral is

$$\int_0^\alpha\frac{dt}{t^2}e^{-G^2/4t^2-z^2t^2}=\frac{\sqrt\pi}{2G}\left[e^{Gz}\operatorname{erfc}(u_+)+e^{-Gz}\operatorname{erfc}(u_-)\right],\quad u_\pm=\frac{G}{2\alpha}\pm\alpha z.\tag{4}$$

To prove it, differentiate the right side with respect to $\alpha$. The derivative of $\operatorname{erfc}(u)$ is $-(2/\sqrt\pi)e^{-u^2}du/d\alpha$. Because $u_\pm^2=G^2/4\alpha^2+\alpha^2z^2\pm Gz$, both terms acquire the same exponential,

$$e^{\pm Gz}e^{-u_\pm^2}=e^{-G^2/4\alpha^2-\alpha^2z^2}.$$

The derivatives $du_\pm/d\alpha=-G/2\alpha^2\pm z$ add up to $-G/\alpha^2$. The derivative of the right side is therefore

$$\frac{\sqrt\pi}{2G}\cdot\frac{2}{\sqrt\pi}\cdot\frac{G}{\alpha^2}\,e^{-G^2/4\alpha^2-\alpha^2z^2}=\frac{1}{\alpha^2}e^{-G^2/4\alpha^2-\alpha^2z^2},$$

which is the integrand at $t=\alpha$. As $\alpha\to0$, both $u_\pm$ become large and positive. Since $\operatorname{erfc}u\le e^{-u^2}$ for $u\ge0$, the right side then vanishes, as the left side does. This fixes the integration constant. In (3) the prefactor becomes $(2\sqrt\pi/A)(\sqrt\pi/2G)=\pi/(AG)$.

For $G=0$ the singularity at $t=0$ remains, and $\varepsilon$ must be kept. Integration by parts, with $-1/t$ as the integral of $1/t^2$, gives

$$\int_\varepsilon^\alpha\frac{e^{-z^2t^2}}{t^2}dt=\frac{e^{-z^2\varepsilon^2}}{\varepsilon}-\frac{e^{-z^2\alpha^2}}{\alpha}-2z^2\int_\varepsilon^\alpha e^{-z^2t^2}dt.$$

The last term equals $-\sqrt\pi\,|z|\,[\operatorname{erf}(\alpha|z|)-\operatorname{erf}(\varepsilon|z|)]$. Since $|z|\operatorname{erf}(\alpha|z|)=z\operatorname{erf}(\alpha z)$, multiplication by $2\sqrt\pi/A$ yields

$$\frac{2\sqrt\pi}{A\varepsilon}-\frac{2\pi}{A}\left[z\operatorname{erf}(\alpha z)+\frac{e^{-\alpha^2z^2}}{\alpha\sqrt\pi}\right]+O(\varepsilon).\tag{5}$$

The divergent constant is the same for every pair. It is multiplied by $\tfrac12(\sum_iq_i)^2=0$ and disappears. The bracket depends on $z$ and survives. For a cell with net charge and no background, the constant would remain and the energy would be infinite.

Collecting the parts gives the Parry sum. With $\mathbf r$, $\boldsymbol\rho$, $z$ standing for $\mathbf r_{ij}$, $\boldsymbol\rho_{ij}$, $z_{ij}$,

$$\begin{aligned}E={}&\frac12\sum_{ij}\sum_{\mathbf L}{}'q_iq_j\frac{\operatorname{erfc}(\alpha|\mathbf r+\mathbf L|)}{|\mathbf r+\mathbf L|}-\frac{\alpha}{\sqrt\pi}\sum_iq_i^2\\&+\frac{\pi}{2A}\sum_{ij}q_iq_j\sum_{\mathbf G\ne0}\frac{\cos(\mathbf G\cdot\boldsymbol\rho)}{G}\left[e^{Gz}\operatorname{erfc}\Big(\frac G{2\alpha}+\alpha z\Big)+e^{-Gz}\operatorname{erfc}\Big(\frac G{2\alpha}-\alpha z\Big)\right]\\&-\frac{\pi}{A}\sum_{ij}q_iq_j\left[z\operatorname{erf}(\alpha z)+\frac{e^{-\alpha^2z^2}}{\alpha\sqrt\pi}\right].\end{aligned}\tag{6}$$

The cosine appears because $\mathbf G$ and $-\mathbf G$ have the same kernel. The double sums include $i=j$. Since $\alpha$ was an arbitrary splitting point, the total does not depend on it, although the separate parts in general do. An exception is the $G=0$ part of a neutral cell with all charges at one height, which vanishes for every $\alpha$.

An oblique cell with vectors $(6,0)$ and $(2,5)$ bohr, so $A=30$ bohr$^2$, shows the size of the parts. It holds charges $1$, $-2$, $1.5$ and $-0.5$ at $(0,0,0)$, $(2,1,1.5)$, $(4,3,-1)$ and $(5,1.5,2.5)$ bohr, and has dipole components both in and out of the plane. At $\alpha=0.28$ bohr$^{-1}$ the real-space, $G\ne0$, $G=0$ and self parts give

$$-0.16819+0.00562+0.99625-1.18480=-0.35112\ \text{hartree}.$$

At $\alpha=0.40$ bohr$^{-1}$ the total is again $-0.35112$ hartree. Direct summation of (1), extrapolated to infinite size, gives the same value for regions with equal numbers of cells along the two lattice vectors and for regions with numbers in the ratio $1:3$. Without the $G=0$ part the results would be $-1.34737$ and $-1.66077$ hartree. They are wrong and also depend on $\alpha$.

The physical content of the $G=0$ part becomes visible for two charges at different heights when $\alpha\to\infty$. Take $z>0$. The real-space term vanishes, $\operatorname{erfc}(G/2\alpha-\alpha z)\to2$, and the term with $e^{Gz}$ vanishes. The limit may be taken inside the sum over $\mathbf G$, because the first exp-erfc term is at most $e^{-G^2/4\alpha^2-\alpha^2z^2}\le e^{-Gz}$, by $a^2+b^2\ge2ab$, and the second is at most $2e^{-Gz}$. The same argument with the signs exchanged covers $z<0$. Apart from the cancelled constant, the interaction of one unit charge with a lattice of unit charges is therefore

$$\psi(\boldsymbol\rho,z)=-\frac{2\pi|z|}{A}+\frac{2\pi}{A}\sum_{\mathbf G\ne0}\frac{\cos(\mathbf G\cdot\boldsymbol\rho)}{G}e^{-G|z|},\qquad z\ne0.\tag{7}$$

The first term is the potential of a uniform sheet with charge density $1/A$. The second describes the lateral structure, which fades exponentially with height.

The remaining case is one electron per cell, all in the plane $z=0$, with a uniform sheet of opposite charge in the same plane. Assign to each electron an inversion-symmetric cell of the sheet centred on it. Let $\langle\cdot\rangle$ denote the average over points $\mathbf s,\mathbf s'$ of this cell. The interaction between two neutral cells separated by $\mathbf L$ is

$$v(\mathbf L)-2\langle v(\mathbf L+\mathbf s)\rangle+\langle v(\mathbf L+\mathbf s-\mathbf s')\rangle .$$

The values $v(\mathbf L)$ cancel as $1-2+1=0$, and the first-order terms vanish because $\langle\mathbf s\rangle=0$. The remainder is again bounded by a constant times $L^{-3}$, uniformly in $\varepsilon$, and the regulator may be used as before. The actual decay is faster: the second-order terms cancel as $-\langle\mathbf s\mathbf s\rangle+\langle\mathbf s\mathbf s\rangle=0$ and the third-order terms vanish by inversion, which leaves $L^{-5}$ for the Coulomb interaction. In the cell $\mathbf L=0$ the averages contain an integrable singularity, and $v_\varepsilon\le1/r$ allows the same limit there.

For fixed $\varepsilon$ the three terms can be summed separately. Averaging over one cell and summing over all cells integrates over the plane, so both averaged terms give the same constant,

$$c=\frac1A\int v_\varepsilon\,d^2s=\frac{2\pi}{A}\int_0^\infty\operatorname{erfc}(\varepsilon s)\,ds=\frac{2\pi}{A}\cdot\frac{1}{\varepsilon\sqrt\pi}=\frac{2\sqrt\pi}{A\varepsilon}.$$

Here $\int_0^\infty\operatorname{erfc}(u)\,du=1/\sqrt\pi$ follows by parts. The energy per electron is $\tfrac12[\sum'_{\mathbf L}v_\varepsilon(L)-2c+c]$, that is, $\tfrac12[\sum'_{\mathbf L}v_\varepsilon(L)-c]$. The constant $-c$ cancels the divergent constant in (5). Using (4) and (5) at $z=0$, and subtracting the self term, gives

$$E=\frac12\left[\sum_{\mathbf L\ne0}\frac{\operatorname{erfc}(\alpha L)}{L}+\frac{2\pi}{A}\sum_{\mathbf G\ne0}\frac{\operatorname{erfc}(G/2\alpha)}{G}-\frac{2\sqrt\pi}{A\alpha}-\frac{2\alpha}{\sqrt\pi}\right].\tag{8}$$

This is (6) for a single unit charge, now justified by the sheet instead of by neutrality of the point charges.

In two dimensions the reciprocal lattice is a rotated and scaled copy of the direct lattice. For primitive vectors with $\hat{\mathbf z}\cdot(\mathbf a_1\times\mathbf a_2)=A$, the reciprocal vectors are

$$\mathbf b_1=-\frac{2\pi}{A}\hat{\mathbf z}\times\mathbf a_2,\qquad\mathbf b_2=\frac{2\pi}{A}\hat{\mathbf z}\times\mathbf a_1,$$

since these satisfy $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$. The lengths $G$ therefore run through the values $2\pi L/A$. Define $r_s$ by $A=\pi r_s^2$ and choose $\alpha^2=\pi/A$, or $\alpha=1/r_s$. Then $G/2\alpha=\pi L/(A\alpha)=\alpha L$ and $(2\pi/A)/G=1/L$, so the two sums in (8) are equal. The two constants are also equal, because $2\sqrt\pi/(A\alpha)=2\sqrt\pi\,\alpha^2/(\pi\alpha)=2\alpha/\sqrt\pi$. With $x=L/r_s$,

$$E\,r_s=-\frac{2}{\sqrt\pi}+\sum_{\mathbf L\ne0}\frac{\operatorname{erfc}(x)}{x}.\tag{9}$$

This holds for every plane Bravais lattice with one electron per cell.

For the triangular lattice with spacing $a$, the relation $A=\sqrt3a^2/2=\pi r_s^2$ gives $x_1=a/r_s=(2\pi/\sqrt3)^{1/2}=1.904626$. The first three shells lie at $x_1$, $\sqrt3x_1$ and $2x_1$, with six sites each. Their contributions to (9) are

$$E\,r_s=-1.1283792+2.227\times10^{-2}+5.603\times10^{-6}+1.128\times10^{-7}+\dots=-1.1061026.$$

The final value is computed with unrounded terms. The fourth shell, with twelve sites, adds $2.5\times10^{-12}$. Hence

$$E=-\frac{1.1061}{r_s}\ \text{hartree per electron},\tag{10}$$

with $r_s$ in bohr. The square lattice gives $-1.1002/r_s$, so the triangular lattice is lower by $0.0059/r_s$ hartree.

The number can be obtained by a different route. Define $Z(s)=\sum_{\mathbf L\ne0}L^{-2s}$, which converges for $s>1$. With $\Gamma(s)L^{-2s}=\int_0^\infty\tau^{s-1}e^{-\tau L^2}d\tau$, split the integral at $\tau=\alpha^2$. Below that point add and subtract the term $\mathbf L=0$ and apply the Poisson formula:

$$\begin{aligned}\Gamma(s)Z(s)={}&\sum_{\mathbf L\ne0}\int_{\alpha^2}^\infty\tau^{s-1}e^{-\tau L^2}d\tau+\frac\pi A\sum_{\mathbf G\ne0}\int_0^{\alpha^2}\tau^{s-2}e^{-G^2/4\tau}d\tau\\&+\frac{\pi\alpha^{2s-2}}{A(s-1)}-\frac{\alpha^{2s}}{s}.\end{aligned}$$

The right side continues $Z$ to $s=\tfrac12$. Put $\tau=t^2$ there and divide by $\Gamma(\tfrac12)=\sqrt\pi$. The first sum becomes $\sum\operatorname{erfc}(\alpha L)/L$, the second follows from (4), and the last two terms become $-2\sqrt\pi/(A\alpha)-2\alpha/\sqrt\pi$. This is the bracket in (8), so $E=\tfrac12Z(\tfrac12)$.

For the triangular lattice $L^2=a^2(m^2+mn+n^2)$. The quadratic form is the norm of the Eisenstein integers, which have unique factorization and six units. Hence the sum of $(m^2+mn+n^2)^{-s}$ over nonzero pairs is six times a product over primes. A prime $p\equiv1$ modulo 3 splits into two factors of norm $p$ and contributes $(1-p^{-s})^{-2}$. A prime $p\equiv2$ stays prime with norm $p^2$ and contributes $(1-p^{-2s})^{-1}=(1-p^{-s})^{-1}(1+p^{-s})^{-1}$. The prime 3 contributes $(1-3^{-s})^{-1}$. One factor $(1-p^{-s})^{-1}$ from each prime forms the Riemann function $\zeta(s)$. The rest form $L_{-3}(s)=1-2^{-s}+4^{-s}-5^{-s}+\dots$, whose coefficients are $1,-1,0$ for $n\equiv1,2,0$ modulo 3. The identity continues to $s=\tfrac12$, and

$$E\,r_s=\frac{3\,\zeta(\tfrac12)L_{-3}(\tfrac12)}{x_1}=\frac{3(-1.460355)(0.480868)}{1.904626}=-1.10610.$$

The numerical check compares this closed form with (8), with (9) and with half the potential at an electron, summed directly over neutral cells. Half this potential is the whole energy, because the mean potential on the sheet, $-c+c$, vanishes.

At $r_s=40$ bohr, (10) gives $-0.02765$ hartree, or $-0.7525$ eV, per electron. This is the energy of fixed classical charges. Quantum motion about the sites adds a positive zero-point energy. In the harmonic approximation the force constants scale as $r_s^{-3}$ and the frequencies as $r_s^{-3/2}$, so this correction is smaller than (10) by a factor of order $r_s^{-1/2}$. The static energy is thus the leading term of the crystal energy at low density, and it does not by itself decide at which density the crystal is stable.

Two oppositely charged triangular layers bring the in-plane energy and the $G=0$ term together. Let unit positive charges form one layer and unit negative charges the other, at distance $h$ and with lateral shift $\mathbf b$. The two like-charge contributions are each equal to (8). The two ordered cross pairs, with the factor $\tfrac12$, contribute $-\psi(\mathbf b,h)$. Equation (7) then gives

$$E_{\text{cell}}=-\frac{2(1.1061)}{r_s}+\frac{2\pi h}{A}-\frac{2\pi}{A}\sum_{\mathbf G\ne0}\frac{\cos(\mathbf G\cdot\mathbf b)}{G}e^{-Gh}.$$

The middle term is the energy of a plate capacitor. Sheets of density $\pm1/A$ enclose a field $4\pi/A$ with energy density $(4\pi/A)^2/8\pi=2\pi/A^2$, and the volume per cell is $Ah$. Take primitive vectors $\mathbf a_1$ and $\mathbf a_2$ of equal length at an angle of $60^\circ$. For spacing and distance both $10$ bohr, $A=86.60$ bohr$^2$, and $\mathbf b=(\mathbf a_1+\mathbf a_2)/3$, the three terms are

$$-0.42134+0.72552+0.00021=0.30439\ \text{hartree}.$$

The last term is positive because $\cos(\mathbf G\cdot\mathbf b)=-\tfrac12$ for the six shortest $\mathbf G$, which dominate the sum at this distance. The Parry sum (6) and the direct sum (1) both give $0.30439$ hartree for this cell.

## Values computed for the example and the checks

```
largest x^3 h''(x) of regulated Coulomb function: 2.0864
SLAB: cell vectors (6,0) and (2,5) bohr
slab cell area: 30.0000 bohr^2
charge +1.0 e at (0.0, 0.0, 0.0) bohr
charge -2.0 e at (2.0, 1.0, 1.5) bohr
charge +1.5 e at (4.0, 3.0, -1.0) bohr
charge -0.5 e at (5.0, 1.5, 2.5) bohr
slab dipole: (-0.50, 1.75, -5.75) e bohr
alpha = 0.28 1/bohr
  real-space part: -0.16819353 hartree
  G nonzero part: 0.00561797 hartree
  G zero part: 0.99624943 hartree
  self part: -1.18479813 hartree
  total: -0.35112425 hartree
  total without G zero part: -1.34737368 hartree
alpha = 0.40 1/bohr
  real-space part: -0.06351259 hartree
  G nonzero part: 0.09531391 hartree
  G zero part: 1.30964318 hartree
  self part: -1.69256875 hartree
  total: -0.35112425 hartree
  total without G zero part: -1.66076744 hartree
direct sum, equal cell counts: -0.35112425 hartree
direct sum, 1:3 cell counts: -0.35112425 hartree
WIGNER LATTICE: energies times rs, in hartree bohr
triangular spacing / rs: 1.904626
constant -2/sqrt(pi): -1.12837917
shell x=1.904626, 6 sites: 2.227e-02, sum -1.10610830
shell x=3.298908, 6 sites: 5.603e-06, sum -1.10610270
shell x=3.809251, 6 sites: 1.128e-07, sum -1.10610259
shell x=5.039166, 12 sites: 2.452e-12, sum -1.10610259
triangular, all shells: -1.10610259
triangular, direct neutral-cell sum: -1.10610259
zeta(1/2): -1.46035451
L_-3(1/2): 0.48086756
triangular, zeta closed form: -1.10610259
square, all shells: -1.10024442
square minus triangular: 0.00585817
triangular at rs = 40 bohr: -0.0276526 hartree
  the same in eV: -0.75246 eV
BILAYER: spacing 10.0 bohr, distance 10.0 bohr
bilayer cell area: 86.6025 bohr^2
two in-plane energies: -0.42134226 hartree
capacitor term 2 pi h/A: 0.72551975 hartree
exponentially small term: 2.108e-04 hartree
bilayer Ewald total: 0.30438830 hartree
bilayer direct sum: 0.30438830 hartree
```
